**Tolman correction to a nucleation barrier: numerical tests and example**

At fixed driving force $g$ and planar interfacial free energy $\gamma$, a Tolman length $\delta$ changes the barrier of a spherical nucleus by the first-order factor $1-6\delta/R_0$, where $R_0=2\gamma/g$ is the classical critical radius. The program maximizes the work of formation numerically and asserts the slope $-6$, the second-order coefficient 3 and the closed form of the full maximum. It asserts the same slope for the surface-of-tension description. It also solves a diffuse-interface model for its critical nucleus and asserts that the extrapolated barriers return the Tolman length found from the planar profile; both are 0.5000 interface widths. For $\delta=0.05$ nm and $R_0=1$ nm the output shows a first-order fall of 30.00 percent, from 1.5708 to 1.0996 eV, and a fall of 29.22 percent at the full maximum of the truncated model. The remaining lines size effects left out of the model, among them strain, walls, faceting and a 10 K change of temperature. Several of these are comparable to the Tolman correction or larger.

## Verification by program

```python
# Result under test: for a spherical nucleus at fixed driving force g, a Tolman
# length delta changes the barrier to first order by the factor 1 - 6*delta/R0.
#   gamma : planar interfacial free energy (eV/nm^2)
#   g     : free energy gained per crystallized volume (eV/nm^3)
#   R0    : classical critical radius 2*gamma/g (nm)
#   W0    : classical barrier 4*pi*gamma*R0^2/3 (eV)
#   gamma(R) = gamma*(1 - 2*delta/R + c/R^2), with c = 0 unless stated
# The diffuse-interface test uses reduced units (interface width = 1).
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson, solve_bvp
from scipy.optimize import brentq, minimize_scalar

pi = np.pi


def work(R, gamma, g, delta, c=0.0):
    """Work of forming a nucleus of radius R."""
    return 4*pi*R**2*gamma*(1 - 2*delta/R + c/R**2) - 4*pi/3*R**3*g


def barrier(gamma, g, delta, c=0.0):
    """Numerical maximum of the work: (critical radius, barrier)."""
    scale = 2*gamma/g
    res = minimize_scalar(lambda R: -work(R, gamma, g, delta, c),
                          bounds=(0.6*scale, 1.4*scale), method="bounded",
                          options={"xatol": 1e-11})
    return res.x, -res.fun


def tension_barrier(gamma, g, delta):
    """Surface-of-tension description: Laplace condition, then the barrier."""
    scale = 2*gamma/g
    Rs = brentq(lambda R: R - 2*gamma*(1 - 2*delta/R)/g,
                0.6*scale, 1.4*scale, xtol=1e-14)
    return Rs, 4*pi/3*Rs**2*gamma*(1 - 2*delta/Rs)


# ---------- example inputs: rough regime of a Ge-Sb-Te memory cell ----------
gamma, R0, delta, T = 0.375, 1.0, 0.05, 700.0
T_melt, H_melt = 900.0, 3.4          # K, eV/nm^3 (rough)
atom_density = 33.0                  # atoms/nm^3 (rough)
kT = const.k*T/const.e
g = 2*gamma/R0
eps = delta/R0

# ---------- sharp-interface tests ----------
R_classic, W0 = barrier(gamma, g, 0.0)
assert abs(R_classic - R0) < 1e-6
assert abs(W0 - 4*pi*gamma*R0**2/3) < 1e-10
R_full, W_full = barrier(gamma, g, delta)
root = np.sqrt(1 - 4*eps)
assert abs(R_full/R0 - (1 + root)/2) < 1e-6
assert abs(W_full/W0 - (0.5 - 3*eps + root**3/2)) < 1e-10
small = 1e-4*R0
slope = (barrier(gamma, g, small)[1] - barrier(gamma, g, -small)[1])/(2*small*W0)
slope_s = (tension_barrier(gamma, g, small)[1]
           - tension_barrier(gamma, g, -small)[1])/(2*small*W0)
assert abs(slope*R0 + 6) < 1e-5
assert abs(slope_s*R0 + 6) < 1e-5
first_order_change = -8*pi*gamma*delta*R0
W_first = W0 + first_order_change
fall_first = 1 - W_first/W0
assert abs(fall_first - 0.30) < 1e-9
e2 = 0.005
second = (barrier(gamma, g, e2*R0)[1] + barrier(gamma, g, -e2*R0)[1]
          - 2*W0)/(2*e2**2*W0)
assert abs(second - 3) < 1e-3
Rs, W_tension = tension_barrier(gamma, g, delta)
# The same delta, but with 1 nm taken as the corrected critical radius.
g_alt = brentq(lambda x: barrier(gamma, x, delta)[0] - 1.0, 0.6, 0.85)
fall_alt = 1 - barrier(gamma, g_alt, delta)[1]/barrier(gamma, g_alt, 0.0)[1]
# Fixed size: only gamma is lowered, the radius is kept.
fall_fixed_size = 1 - (4*pi/3*R0**2*gamma*(1 - 2*delta/R0))/W0


def curvature(R, d):
    h = 1e-3
    return (work(R + h, gamma, g, d) - 2*work(R, gamma, g, d)
            + work(R - h, gamma, g, d))/h**2


# Zeldovich factor times attachment area scales as sqrt(|d2W/dR2|).
prefactor_ratio = np.sqrt(curvature(R_full, delta)/curvature(R0, 0.0))
assert abs(prefactor_ratio - (1 - 4*eps)**0.25) < 1e-5

# ---------- diffuse-interface test of the factor 6 ----------
# Energy density: phi'^2/2 + phi^2(1-phi)^2/2 - drive*h(phi);
# phi = 1 is crystal, phi = 0 is melt, h runs from 0 to 1.


def h_of(p):
    return 1 - (1 - p)**3*(1 + 3*p)


def planar(z):
    return 0.5*(1 - np.tanh(z/2))


z = np.linspace(-45, 45, 18001)
p = planar(z)
stress = (p*(1 - p))**2                         # square of the profile slope
gamma_d = simpson(stress, x=z)
z_tension = simpson(z*stress, x=z)/gamma_d
z_equimolar = simpson(z*12*p*(1 - p)**2*p*(1 - p), x=z)
delta_planar = z_equimolar - z_tension


def diffuse_nucleus(radius0):
    """Saddle-point nucleus: (barrier / classical barrier, equimolar radius)."""
    drive = 2*gamma_d/radius0

    def rhs(r, y):
        q = y[0]
        return np.vstack((y[1], q*(1 - q)*(1 - 2*q) - drive*12*q*(1 - q)**2))

    def ends(ya, yb):
        return np.array([ya[1], yb[0]])

    r = np.linspace(0, radius0 + 40, 2001)
    q = planar(r - (radius0 - 2*delta_planar))
    sol = solve_bvp(rhs, ends, r, np.vstack((q, -q*(1 - q))),
                    S=np.array([[0.0, 0.0], [0.0, -2.0]]),
                    tol=1e-7, max_nodes=40000)
    assert sol.success and sol.sol(0.0)[0] > 0.9
    r = np.linspace(0, radius0 + 40, 40001)
    q, dq = sol.sol(r)
    density = dq**2/2 + (q*(1 - q))**2/2 - drive*h_of(q)
    W = 4*pi*simpson(r**2*density, x=r)
    R_eq = (3*simpson(r**2*h_of(q), x=r))**(1/3)
    return W/(4*pi/3*gamma_d*radius0**2), R_eq


radii = [40.0, 80.0, 160.0]
nuclei = [diffuse_nucleus(r) for r in radii]
estimates = [(1 - n[0])*r/6 for n, r in zip(nuclei, radii)]
b1 = 2*estimates[1] - estimates[0]
b2 = 2*estimates[2] - estimates[1]
delta_barrier = (4*b2 - b1)/3
shift_eq = radii[-1] - nuclei[-1][1]
assert abs(delta_barrier - delta_planar) < 0.005
assert abs(shift_eq - delta_planar) < 0.02

# ---------- sizes of neglected effects ----------
c_next = 0.01                                   # nm^2, assumed size
W_c = barrier(gamma, g, delta, c_next)[1]
assert abs((W_c - W_full)/W0 - 3*c_next/R0**2) < 1e-9
atoms = atom_density*4*pi/3*R_full**3
spacing = atom_density**(-1/3)
surface_fraction = 1 - (1 - spacing/R_full)**3
# Misfit strain of a sphere in an unrelaxed matrix, by energy minimization.
bulk, shear, misfit = 150.0, 62.0, 0.06         # eV/nm^3, eV/nm^3, volume strain
outside = quad(lambda r: 3*r**2*6*shear/r**6, 1, np.inf)[0]
strain_energy = minimize_scalar(
    lambda s: 1e3*(4.5*bulk*(s - misfit/3)**2 + outside*s**2)).fun/1e3
assert abs(strain_energy
           - 2*bulk*shear*misfit**2/(3*bulk + 4*shear)) < 1e-8
W_strain = barrier(gamma, g - strain_energy, delta)[1]
viscosity = 1.0                                 # Pa s (rough)
relax_ns = viscosity/(shear*const.e/1e-27)*1e9
# Neutral wall: half the area and half the volume at each radius.
W_wall = -minimize_scalar(
    lambda R: -(2*pi*R**2*gamma*(1 - 2*delta/R) - 2*pi/3*R**3*g),
    bounds=(0.6, 1.4), method="bounded").fun
# Extreme faceting: a cube with the same gamma on each face, no Tolman term.
W_cube = -minimize_scalar(lambda a: -(6*a**2*gamma - a**3*g),
                          bounds=(1.0, 3.0), method="bounded").fun
assert abs(W_cube/W0 - 6/pi) < 1e-6
g_rough = H_melt*(T_melt - T)/T_melt
g_cooler = g*(T_melt - T + 10)/(T_melt - T)
W_cooler = barrier(gamma, g_cooler, 0.0)[1]

# ---------- output ----------
print(f"planar interfacial free energy: {gamma:.3f} eV/nm^2")
print(f"Tolman length: {delta:.3f} nm")
print(f"classical critical radius: {R0:.3f} nm")
print(f"driving force 2*gamma/R0: {g:.3f} eV/nm^3")
print(f"temperature: {T:.0f} K; kT: {kT:.5f} eV")
print(f"rough melting point: {T_melt:.0f} K")
print(f"rough melting enthalpy: {H_melt:.2f} eV/nm^3")
print(f"driving force estimated from melting: {g_rough:.3f} eV/nm^3")
print(f"classical barrier W0: {W0:.4f} eV; W0/kT: {W0/kT:.2f}")
print(f"numerical slope R0*d(W/W0)/d(delta): {slope*R0:.5f}")
print(f"same slope, surface of tension: {slope_s*R0:.5f}")
print(f"first-order barrier change: {first_order_change:.4f} eV")
print(f"first-order barrier: {W_first:.4f} eV = {W_first*const.e:.3e} J")
print(f"first-order fall: {100*fall_first:.2f} percent")
print(f"numerical second-order coefficient: {second:.4f}")
print(f"full-maximum radius: {R_full:.4f} nm")
print(f"full-maximum barrier: {W_full:.4f} eV")
print(f"full-maximum fall: {100*(1 - W_full/W0):.2f} percent")
print(f"surface-of-tension radius: {Rs:.4f} nm")
print(f"surface-of-tension fall: {100*(1 - W_tension/W0):.2f} percent")
print(f"fall if 1 nm is the corrected radius: {100*fall_alt:.2f} percent")
print(f"fall if size is held fixed: {100*fall_fixed_size:.2f} percent")
print(f"rate factor, first order: {np.exp((W0 - W_first)/kT):.0f}")
print(f"rate factor, full maximum: {np.exp((W0 - W_full)/kT):.0f}")
print(f"kinetic prefactor ratio: {prefactor_ratio:.4f}")
print("diffuse-interface test (lengths in interface widths):")
print(f"  delta from planar profile: {delta_planar:.5f}")
for r, d in zip(radii, estimates):
    print(f"  R0 = {r:.0f}: delta from barrier {d:.5f}")
print(f"  delta from barriers, extrapolated: {delta_barrier:.5f}")
print(f"  R0 - equimolar radius at R0 = 160: {shift_eq:.5f}")
print("neglected effects:")
print(f"  assumed next curvature coefficient c: {c_next:.3f} nm^2")
print(f"  barrier shift from c: {W_c - W_full:.4f} eV")
print(f"  the same shift relative to W0: {100*(W_c - W_full)/W0:.2f} percent")
print(f"  rough atom density: {atom_density:.0f} per nm^3")
print(f"  atoms in corrected critical nucleus: {atoms:.0f}")
print(f"  share in outer atomic layer: {100*surface_fraction:.0f} percent")
print(f"  rough bulk modulus: {bulk:.0f} eV/nm^3")
print(f"  rough shear modulus: {shear:.0f} eV/nm^3")
print(f"  rough volume misfit: {100*misfit:.0f} percent")
print(f"  unrelaxed strain energy: {strain_energy:.4f} eV/nm^3")
print(f"  full barrier with unrelaxed strain: {W_strain:.4f} eV")
print(f"  rough melt viscosity: {viscosity:.1f} Pa s")
print(f"  stress relaxation time: {relax_ns:.3f} ns")
print(f"  full barrier on a neutral wall: {W_wall:.4f} eV")
print(f"  cube barrier / sphere barrier: {W_cube/W0:.4f}")
print(f"  change of W0 if 10 K cooler: {100*(W_cooler/W0 - 1):.2f} percent")
print("all assertions hold")
```

It prints:

```
planar interfacial free energy: 0.375 eV/nm^2
Tolman length: 0.050 nm
classical critical radius: 1.000 nm
driving force 2*gamma/R0: 0.750 eV/nm^3
temperature: 700 K; kT: 0.06032 eV
rough melting point: 900 K
rough melting enthalpy: 3.40 eV/nm^3
driving force estimated from melting: 0.756 eV/nm^3
classical barrier W0: 1.5708 eV; W0/kT: 26.04
numerical slope R0*d(W/W0)/d(delta): -6.00000
same slope, surface of tension: -6.00000
first-order barrier change: -0.4712 eV
first-order barrier: 1.0996 eV = 1.762e-19 J
first-order fall: 30.00 percent
numerical second-order coefficient: 3.0001
full-maximum radius: 0.9472 nm
full-maximum barrier: 1.1118 eV
full-maximum fall: 29.22 percent
surface-of-tension radius: 0.8873 nm
surface-of-tension fall: 30.14 percent
fall if 1 nm is the corrected radius: 27.80 percent
fall if size is held fixed: 10.00 percent
rate factor, first order: 2470
rate factor, full maximum: 2018
kinetic prefactor ratio: 0.9457
diffuse-interface test (lengths in interface widths):
  delta from planar profile: 0.50000
  R0 = 40: delta from barrier 0.51025
  R0 = 80: delta from barrier 0.50503
  R0 = 160: delta from barrier 0.50249
  delta from barriers, extrapolated: 0.50000
  R0 - equimolar radius at R0 = 160: 0.50155
neglected effects:
  assumed next curvature coefficient c: 0.010 nm^2
  barrier shift from c: 0.0471 eV
  the same shift relative to W0: 3.00 percent
  rough atom density: 33 per nm^3
  atoms in corrected critical nucleus: 117
  share in outer atomic layer: 70 percent
  rough bulk modulus: 150 eV/nm^3
  rough shear modulus: 62 eV/nm^3
  rough volume misfit: 6 percent
  unrelaxed strain energy: 0.0959 eV/nm^3
  full barrier with unrelaxed strain: 1.5372 eV
  rough melt viscosity: 1.0 Pa s
  stress relaxation time: 0.101 ns
  full barrier on a neutral wall: 0.5559 eV
  cube barrier / sphere barrier: 1.9099
  change of W0 if 10 K cooler: -9.30 percent
all assertions hold
```
